# Brillouin's Theorem and the Stationarity of the Hartree–Fock Energy

## 1. Three large numbers that add to zero

Take a water molecule with both O–H distances equal to 0.95 angstrom and an H–O–H angle of 105.0 degrees. Solve the Hartree–Fock equations in the small STO-3G basis, which gives seven spatial orbitals, five of them doubly occupied. Between the third orbital (occupied) and the seventh (empty), the mean-field Hamiltonian has a matrix element made of three parts:

- kinetic energy and nuclear attraction: \(-46.49743\) eV;
- direct repulsion from the electrons: \(+51.19276\) eV;
- exchange: \(-4.69533\) eV.

The sum is zero to every digit shown. The direct and exchange parts both include the self-interaction of the electron in orbital 3 (the term \(j=i\) of Section 3), \(+2.46631\) eV in the first and \(-2.46631\) eV in the second; without it they are \(+48.72645\) eV and \(-2.22902\) eV, with the same sum. Reversing the arbitrary sign of either orbital reverses all three numbers together; the signs of the other off-diagonal elements quoted below depend on the orbital signs in the same way. Spatial symmetry is not the reason: if it forbade a connection between these two orbitals, the first part would vanish by itself, because the one-electron Hamiltonian has the full symmetry of the molecule.

The cancellation is one of the conditions for the energy to be stationary, the one that concerns mixing orbital 7 into orbital 3. It is also the statement that the many-electron Hamiltonian does not connect the Hartree–Fock determinant to the determinant in which one electron has moved from orbital 3 to orbital 7.

## 2. Definitions and statement

In atomic units the Hamiltonian of \(N\) electrons in the field of fixed nuclei is

\[
H=\sum_{k=1}^{N}h(k)+\sum_{k<l}\frac{1}{r_{kl}}+E_{\rm nuc},
\]

where \(h\) contains the kinetic energy and the nuclear attraction, and \(E_{\rm nuc}\) is the constant nuclear repulsion.

The spin-orbitals \(\phi_p\) are orthonormal. Indices \(i,j\) denote occupied ones, \(a\) denotes an empty (virtual) one, and \(p,q\) denote either kind. The coordinate \(x\) stands for position and spin, and integration over \(x\) includes the spin sum. The integrals are

\[
h_{pq}=\int\phi_p^*\,h\,\phi_q\,dx,\qquad
\langle pq|rs\rangle=\int\!\!\int\frac{\phi_p^*(x_1)\phi_q^*(x_2)\phi_r(x_1)\phi_s(x_2)}{r_{12}}\,dx_1dx_2 .
\]

Exchanging the names of the two integration variables gives \(\langle pq|rs\rangle=\langle qp|sr\rangle\).

The normalized determinant is

\[
\Phi=\frac{1}{\sqrt{N!}}\sum_P \mathrm{sgn}(P)\,\phi_{P(1)}(x_1)\cdots\phi_{P(N)}(x_N).
\]

The singly excited determinant \(\Phi_i^a\) is obtained by writing \(\phi_a\) in the place of \(\phi_i\), with all other columns left where they are. This fixes its sign. The Fock matrix built from the occupied orbitals of \(\Phi\) is

\[
F_{pq}=h_{pq}+\sum_j\big(\langle pj|qj\rangle-\langle pj|jq\rangle\big).
\]

There are two claims.

**(A)** For every determinant \(\Phi\), \(\langle\Phi|H|\Phi_i^a\rangle=F_{ia}\).

**(B)** The energy \(\langle\Phi|H|\Phi\rangle\) is stationary under all first-order variations that keep the orbitals orthonormal if and only if \(F_{ia}=0\) for every \(i\) and \(a\).

A Hartree–Fock determinant is one with this stationarity. For it, the two claims together give Brillouin's theorem, \(\langle\Phi|H|\Phi_i^a\rangle=0\). In a finite basis the variations and the virtual orbitals are those the basis can represent.

## 3. The matrix element

**Removing one antisymmetrizer.** Write \(\phi'_k=\phi_k\) for \(k\neq i\) and \(\phi'_i=\phi_a\), so that \(\Phi_i^a\) is the determinant of the \(\phi'_k\). For an operator \(O\) that treats all electrons alike,

\[
\langle\Phi|O|\Phi_i^a\rangle=\frac1{N!}\sum_{Q,P}\mathrm{sgn}(Q)\,\mathrm{sgn}(P)\,
\langle\phi_{Q(1)}\cdots\phi_{Q(N)}|O|\phi'_{P(1)}\cdots\phi'_{P(N)}\rangle .
\]

In each term, rename electron \(k\) as electron \(m=Q(k)\). The operator does not change. On the left, electron \(m\) is now in \(\phi_m\); on the right, it is in \(\phi'_{R(m)}\) with \(R=PQ^{-1}\). The sign is \(\mathrm{sgn}(Q)\,\mathrm{sgn}(P)=\mathrm{sgn}(R)\). For each fixed \(Q\), \(R\) runs over all permutations as \(P\) does, so the \(N!\) choices of \(Q\) give equal sums and cancel the prefactor:

\[
\langle\Phi|O|\Phi_i^a\rangle=\sum_R\mathrm{sgn}(R)\,\langle\phi_1\cdots\phi_N|O|\phi'_{R(1)}\cdots\phi'_{R(N)}\rangle .
\]

Two facts about overlaps now decide which terms survive. An electron on which the operator does not act contributes the factor \(\langle\phi_m|\phi'_{R(m)}\rangle\).

1. For \(m=i\) this factor is zero whatever \(R\) is, because \(\phi_i\) is absent from the right-hand set. The operator must therefore act on electron \(i\).
2. For \(m\neq i\) the factor is one if \(R(m)=m\) and zero otherwise.

**Constant part.** \(E_{\rm nuc}\) acts on no electron, so by fact 1 it contributes nothing. The same argument shows \(\langle\Phi|\Phi_i^a\rangle=0\).

**One-electron part.** By fact 1, only \(h(i)\) contributes. By fact 2, all other electrons must have \(R(m)=m\), which makes \(R\) the identity. The result is \(h_{ia}\).

**Two-electron part.** The pair on which \(1/r_{kl}\) acts must contain electron \(i\). Let its partner be \(j\neq i\). All remaining electrons keep their places, so \(R\) is either the identity or the exchange of \(i\) and \(j\). The identity has sign \(+1\) and leaves electron \(i\) in \(\phi_a\) and electron \(j\) in \(\phi_j\), giving \(\langle ij|aj\rangle\). The exchange has sign \(-1\) and puts electron \(i\) in \(\phi_j\) and electron \(j\) in \(\phi_a\), giving \(-\langle ij|ja\rangle\). Each pair occurs once in \(H\), so there is no factor one half.

Adding the parts,

\[
\langle\Phi|H|\Phi_i^a\rangle=h_{ia}+\sum_{j\neq i}\big(\langle ij|aj\rangle-\langle ij|ja\rangle\big).
\]

The term \(j=i\) would be \(\langle ii|ai\rangle-\langle ii|ia\rangle\), which is zero by the renaming rule of Section 2. Including it changes nothing and turns the right-hand side into \(F_{ia}\). This proves (A). Stationarity has not been used.

## 4. Energy change when one orbital is rotated

Replace the single occupied orbital \(\phi_i\) by

\[
\phi_i(\theta)=\cos\theta\,\phi_i+\eta\sin\theta\,\phi_a,\qquad |\eta|=1,
\]

where \(\eta\) is a fixed phase factor. The new orbital is normalized and orthogonal to the other occupied orbitals. A determinant is linear in each column, so

\[
\Phi(\theta)=\cos\theta\,\Phi+\eta\sin\theta\,\Phi_i^a .
\]

Let \(E_0=\langle\Phi|H|\Phi\rangle\) and \(E_i^a=\langle\Phi_i^a|H|\Phi_i^a\rangle\). The two cross terms in the energy are complex conjugates of each other, and (A) gives their value:

\[
\begin{aligned}
E(\theta)&=\cos^2\!\theta\,E_0+\sin^2\!\theta\,E_i^a+\cos\theta\sin\theta\,(\eta F_{ia}+\eta^*F_{ia}^*)\\
&=\cos^2\!\theta\,E_0+\sin^2\!\theta\,E_i^a+\sin2\theta\,\mathrm{Re}(\eta F_{ia}).
\end{aligned}
\]

This holds for any angle. Its slope at the starting point is

\[
\left.\frac{dE}{d\theta}\right|_{0}=2\,\mathrm{Re}(\eta F_{ia}).
\]

If the energy is stationary, the slope is zero for every \(\eta\). The choice \(\eta=1\) gives \(\mathrm{Re}\,F_{ia}=0\), and \(\eta=\sqrt{-1}\) gives \(\mathrm{Im}\,F_{ia}=0\). Hence stationarity implies \(F_{ia}=0\). This is one half of (B).

**A determinant that is not stationary.** Fill the five lowest orbitals of \(h\) alone, ignoring electron repulsion when choosing them. For water the largest single-excitation element is then between orbitals 2 and 7, with \(F_{ia}=-14.4186\) eV. The predicted slope is \(2\times(-14.4186)=-28.837\) eV per radian, and numerical differentiation of the energy gives the same value. With \(E_i^a-E_0=9.8990\) eV, a rotation by \(\theta=0.1\) rad should change the energy by

\[
\begin{aligned}
E(\theta)-E_0&=\sin^2\!\theta\,(E_i^a-E_0)+\sin2\theta\,F_{ia}\\
&=0.009967\times9.8990-0.198669\times14.4186=-2.766\ \text{eV}.
\end{aligned}
\]

For \(\theta=-0.1\) rad the second term changes sign and the result is \(+2.963\) eV. Both agree with the directly computed energies. The energy falls on one side and rises on the other, as it must for small enough angles when the slope is not zero.

## 5. The converse, for a general variation

It remains to show that if all \(F_{ia}\) vanish, no variation changes the energy to first order, including those that move all orbitals at once.

Let the occupied orbitals depend smoothly on a parameter \(t\) and stay orthonormal. Expand their derivatives at \(t=0\):

\[
\dot\phi_i=\sum_a c_{ai}\,\phi_a+\sum_j x_{ji}\,\phi_j .
\]

Differentiating \(\langle\phi_i|\phi_j\rangle=\delta_{ij}\) gives \(x_{ji}^*+x_{ij}=0\). For \(i=j\) this says that \(x_{ii}\) is purely imaginary. The coefficients \(c_{ai}\) are unrestricted.

By the product rule, \(\dot\Phi\) is a sum of determinants, each with one column \(\phi_i\) replaced by \(\dot\phi_i\). The virtual part of \(\dot\phi_i\) produces \(c_{ai}\Phi_i^a\). The part with \(j\neq i\) produces a determinant with two equal columns, which is zero. The part with \(j=i\) returns \(x_{ii}\Phi\). Therefore

\[
\dot\Phi=\sum_{ia}c_{ai}\,\Phi_i^a+\xi\,\Phi,\qquad \xi=\sum_i x_{ii}\ \text{purely imaginary}.
\]

Because \(H\) is Hermitian,

\[
\dot E=2\,\mathrm{Re}\langle\Phi|H|\dot\Phi\rangle
=2\,\mathrm{Re}\sum_{ia}c_{ai}F_{ia}+2E_0\,\mathrm{Re}\,\xi
=2\,\mathrm{Re}\sum_{ia}c_{ai}F_{ia}.
\]

If every \(F_{ia}\) is zero, \(\dot E=0\) for every variation. This completes (B). The calculation also shows why mixing occupied orbitals among themselves is harmless: to first order it changes only the phase of \(\Phi\).

The step from stationarity to vanishing elements can be seen without solving any Fock equation. For water, the energy was minimized over orbital rotations using energy values alone. The largest single-excitation element fell from 36.4 eV at the starting point (one random rotation of the orbitals of \(h\) used in Section 4) to \(6\times10^{-6}\) eV at the minimum. The remainder is of the size left by the stopping rule. The minimizer was told to stop once every gradient component fell below \(10^{-6}\) hartree. Both spins were rotated together, for which the slope is \(4F_{ia}\) (Section 8), so this threshold corresponds to elements of roughly \(2.5\times10^{-7}\) hartree, about \(7\times10^{-6}\) eV.

## 6. Connection with the Hartree–Fock equations

The Fock matrix is Hermitian: complex conjugation turns \(\langle pj|qj\rangle\) into \(\langle qj|pj\rangle\), and turns \(\langle pj|jq\rangle\) into \(\langle jq|pj\rangle=\langle qj|jp\rangle\). So \(F_{ia}=0\) implies \(F_{ai}=0\), and the expansion of \(F\phi_i\) in the orbital basis loses its virtual part:

\[
F\phi_i=\sum_j\phi_jF_{ji}+\sum_a\phi_aF_{ai}=\sum_j\phi_jF_{ji}.
\]

The occupied orbitals are mapped into their own span. A unitary mixing \(\tilde\phi_j=\sum_k\phi_kU_{kj}\) can diagonalize the Hermitian block \(F_{ji}\). It leaves the operator \(F\) unchanged, since \(F\) depends on the occupied orbitals through \(\sum_j\phi_j(x)\phi_j^*(x')\), and \(UU^\dagger=1\) preserves this sum. In the new orbitals,

\[
F\tilde\phi_i=\varepsilon_i\tilde\phi_i ,
\]

which are the canonical Hartree–Fock equations. Conversely, if these equations hold, orthogonality gives \(F_{ai}=\varepsilon_i\langle\phi_a|\tilde\phi_i\rangle=0\). The zero sum in Section 1 is one of these conditions.

## 7. Stationary does not mean lowest

With \(F_{ia}=0\), the one-orbital rotation gives

\[
E(\theta)-E_0=\sin^2\!\theta\,(E_i^a-E_0).
\]

For the water orbitals 3 and 7 of Section 1, \(E_i^a-E_0=24.889\) eV. At \(\theta=\pm0.1\) rad the energy rises by \(0.009967\times24.889=0.248\) eV for either sign, as the direct calculation confirms.

Had \(E_i^a\) been below \(E_0\), the energy would have fallen for either sign. The determinant would still be stationary, and Brillouin's theorem would still hold, but the energy would not be a minimum. The theorem is a first-order condition and does not test stability.

## 8. Restricted orbitals

The proof allowed every spin-orbital to vary independently. Restricted methods use the same spatial orbital for both spins, which permits fewer variations.

**Closed shell.** Rotating spatial orbital \(i\) towards \(a\) for both spins together gives, by Section 5 and with real orbitals, the slope \(2(F_{ia}^{\alpha}+F_{ia}^{\beta})\). The two spins have identical occupied orbitals, so \(F_{ia}^\alpha=F_{ia}^\beta\), and a zero slope makes each vanish. Elements that flip the spin vanish without any energy condition. In \(h_{ia}\) and \(\langle ij|aj\rangle\) the spins of \(i\) and \(a\) are integrated together and are orthogonal; in \(\langle ij|ja\rangle\) the spin of \(j\) would have to equal both. The restricted solution therefore satisfies all the conditions of (B). For water, the largest of the 40 elements is below \(10^{-9}\) eV in the calculation quoted here. This remainder only records where the self-consistent iteration stopped. Other starting guesses with the same thresholds leave up to \(2\times10^{-8}\) eV; with the energy tolerance loosened to \(10^{-9}\) hartree and the gradient threshold to about \(3\times10^{-5}\) hartree, it ranges from \(3\times10^{-8}\) to \(1.5\times10^{-5}\) eV depending on the starting guess.

**Open shell.** Suppose one further spatial orbital \(o\) holds a single \(\alpha\) electron. For a doubly occupied \(i\) and an empty \(a\), the common rotation now enforces only

\[
F_{ia}^{\alpha}+F_{ia}^{\beta}=0 .
\]

The two terms differ, because only \(\alpha\) electrons have exchange with the electron in \(o\): \(F_{ia}^{\alpha}-F_{ia}^{\beta}=-\langle io|oa\rangle\), with the integral taken over spatial orbitals. Hence \(F_{ia}^{\alpha}=-\tfrac12\langle io|oa\rangle\), which need not be zero. For the water cation at the same geometry, the largest such pair is \(-0.781\) eV for \(\alpha\) and \(+0.781\) eV for \(\beta\). The individual value depends on how the doubly occupied orbitals and the empty orbitals are mixed among themselves, which the energy does not fix (0.781 eV is for orbitals that diagonalize the spin-averaged Fock matrix in each set; orbitals that diagonalize \(h\) give 0.755 eV), and on the basis (0.68 eV in 6-31G and 1.08 eV in cc-pVDZ for the first choice, 0.57 eV and 1.61 eV for the second). The theorem in its single-determinant form fails here because the energy is not stationary when the two spins may vary separately.

## 9. What the theorem says about better wavefunctions

Consider a trial function made of \(\Phi\) and all \(\Phi_i^a\). For a Hartree–Fock determinant satisfying (B), the Hamiltonian matrix has no elements between \(\Phi\) and the rest, so \(\Phi\) remains an eigenvector with energy \(E_0\). In the water calculation the next level of this matrix lies 11.27 eV higher. Thus \(E_0\) is its lowest eigenvalue here, and adding single excitations gives no improvement. That \(E_0\) is the lowest eigenvalue does not follow from the theorem: for the restricted determinant of H\(_2\) stretched to 2.5 angstrom in STO-3G, a level made of single excitations alone lies 6.2 eV below \(E_0\).

Single excitations can nevertheless occur in the exact ground state within the basis. They do for water; symmetry can exclude them, as for H\(_2\) in STO-3G. Write it as \(\Psi=c_0\Phi+\sum_Sc_SS+\sum_Dc_DD+\cdots\), where \(S\), \(D\), \(T\) are singly, doubly and triply excited determinants. Projecting \((H-E)\Psi=0\) onto one single excitation \(S\) gives

\[
\sum_{S'}\langle S|H-E|S'\rangle c_{S'}+\sum_D\langle S|H|D\rangle c_D+\sum_T\langle S|H|T\rangle c_T=0 .
\]

The term in \(c_0\) is missing by Brillouin's theorem. Higher excitations are missing because they differ from \(S\) in more than two orbitals, while \(H\) acts on at most two electrons at a time. Doubles and triples can thus induce single excitations even though \(\Phi\) does not do so directly.

Projecting onto \(\Phi\) instead gives, for \(c_0\neq0\),

\[
E-E_0=\sum_D\langle\Phi|H|D\rangle\frac{c_D}{c_0},
\]

so singles affect the energy through their influence on the other coefficients.

For water in this basis, the Hartree–Fock energy is \(-2039.81\) eV (\(-74.9616\) hartree), and the exact ground state of the same basis lies 1.32 eV lower. Its weights are 0.974 for \(\Phi\), 0.025 for all doubles and 0.0003 for all singles. The singles have small weight, but they are not absent. These numbers belong to the small basis and are not converged properties of water: in cc-pVDZ the Hartree–Fock energy is \(-2068.8\) eV, the correlation energy is about 5.9 eV (CCSD(T)), the 11.27 eV level drops to 8.4 eV, and the weight of \(\Phi\) in a singles-and-doubles expansion falls from 0.975 to 0.951. The cc-pVDZ values are not converged either: cc-pVTZ gives \(-2069.6\) eV, a correlation energy of 7.8 eV (all electrons correlated in both bases), 8.3 eV for the level (8.1 eV in aug-cc-pVDZ), and a weight of 0.946. For the neutral molecule, the numerical check evaluates the elements \(\langle\Phi|H|\Phi_i^a\rangle\) by explicit operator action, without using the Fock formula (the cation values of Section 8 are computed as Fock matrix elements), and also confirms (A) and the slope formula for a random complex determinant.

## Computed values

```
O-H distance: 0.95 angstrom
H-O-H angle: 105.0 degrees
Spatial orbitals: 7, electrons: 10
Single excitations (spin-orbital): 40
Core-Hamiltonian orbitals (not stationary):
  total energy: -1992.6705 eV
  largest element, alpha orbital 2 -> 7
  <Phi|H|Phi_i^a> from operators: -14.41864 eV
  F_ia from Fock formula: -14.41864 eV
  numerical energy slope: -28.83728 eV/rad
  E(excited) - E(Phi): 9.8990 eV
  energy change at theta = +0.1 rad: -2.76588 eV
  energy change at theta = -0.1 rad: 2.96320 eV
Random complex determinant:
  largest |element - F_ia|: 1.3e-13 eV
  numerical slope, random variation: 39.7306 eV
  2 Re sum c_ai F_ia: 39.7306 eV
Hartree-Fock orbitals:
  total energy: -2039.8090 eV = -74.961598 hartree
  largest |<Phi|H|Phi_i^a>|: 8.1e-10 eV
  largest |<Phi|H|double>|: 4.1357 eV
  parts of F_ia, alpha orbital 3 -> 7:
    one-electron h_ia: -46.49743 eV
    direct sum: 51.19276 eV
    exchange sum with its minus sign: -4.69533 eV
    |total F_ia|: 6.3e-11 eV
  E(excited) - E(Phi): 24.8889 eV
  energy change at theta = +0.1 rad: 0.24806 eV
  energy change at theta = -0.1 rad: 0.24806 eV
Minimization from energies only, no Fock matrix:
  largest |element| at start: 36.3561 eV
  largest |element| at minimum: 5.7e-06 eV
  |energy - SCF energy|: 6.2e-12 eV
Configuration interaction on the Hartree-Fock determinant:
  |lowering by singles alone|: 0.0e+00 eV
  next level above Phi: 11.2743 eV
  lowering by full CI: 1.3195 eV
  full-CI weight of Phi: 0.97445
  full-CI weight of singles: 3.18e-04
  full-CI weight of doubles: 0.02503
Water cation, restricted open shell, closed -> virtual:
  largest alpha element: -0.78128 eV
  beta element, same orbitals: 0.78128 eV
  largest |alpha + beta|: 1.2e-09 eV
```
